# How a Ten Percent Error in Surface Binding Energy Affects Sputtering: test program

```python
"""
Result under test: for an isotropic hard-sphere linear cascade behind a planar
surface barrier U, the sputter yield is Y = L*F/(4*U) and the emitted-energy
spectrum peaks at U/2, so a change of U moves yield and peak oppositely.

U : surface binding energy (eV)       L : collision mean free path (nm)
F : energy deposited per depth and ion (eV/nm)
T : starting energy of primary recoils (eV); the simple law holds for T >> U
s : exponent of an energy-dependent path L*(energy/U_REF)**s; s=0 is constant
The Monte Carlo part uses only collision kinematics and barrier crossing.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

U_REF = 4.0
DELTA = 0.10
PATH = 0.25
DEPOSITED = 160.0
BARRIERS = U_REF * np.array([1 - DELTA, 1.0, 1 + DELTA])
N_BINS, E_TOP = 8, 8.0
COUNT_LOW, COUNT_HIGH = 5.0, 10.0
HARTREE = constants.physical_constants["Hartree energy in eV"][0]


def free_path(energy, s):
    return PATH * (energy / U_REF) ** s


def simulate(T, s, n_cascades, rng):
    """Yields, binned spectra and flight count from explicit cascades.

    In a uniform medium, the crossings of a plane per unit area equal the
    source density times the summed path components normal to the plane.
    """
    energy = np.full(n_cascades, T)
    mu = rng.uniform(-1, 1, n_cascades)
    yields = np.zeros(3)
    spectra = np.zeros((3, N_BINS))
    flights = 0
    while energy.size:
        flights += np.count_nonzero(
            (energy >= COUNT_LOW) & (energy < COUNT_HIGH))
        crossing = rng.exponential(size=energy.size) * free_path(energy, s) * mu
        for k, barrier in enumerate(BARRIERS):
            out = (mu > 0) & (energy * mu**2 > barrier)
            yields[k] += crossing[out].sum()
            spectra[k] += np.histogram(
                energy[out] - barrier, bins=N_BINS, range=(0, E_TOP),
                weights=crossing[out])[0]
        # Equal masses, hard spheres: uniform energy sharing, 90 degree opening
        share = rng.random(energy.size)
        azimuth = np.cos(2 * np.pi * rng.random(energy.size))
        side = np.sqrt(np.maximum(0, 1 - mu**2))
        a, b = np.sqrt(share), np.sqrt(1 - share)
        mu = np.concatenate((mu * a - side * b * azimuth,
                             mu * b + side * a * azimuth))
        energy = np.concatenate((energy * share, energy * (1 - share)))
        keep = energy > BARRIERS[0]
        energy, mu = energy[keep], mu[keep]
    scale = DEPOSITED / (T * n_cascades)
    return yields * scale, spectra * scale, flights / n_cascades


def derived_yield(U, T, s):
    """Closed form including the first flights of the primary recoils."""
    first = free_path(T, s) / T * (1 - U / T)
    later = 2 * PATH * U_REF**(-s) * (
        (U**(s - 1) - T**(s - 1)) / (1 - s)
        - U * (U**(s - 2) - T**(s - 2)) / (2 - s))
    return DEPOSITED / 4 * (first + later)


def derived_spectrum(E, U, s):
    return DEPOSITED * free_path(E + U, s) / 2 * E / (E + U)**3


def limit_yield(U, s):
    return (DEPOSITED * PATH * U_REF**(-s) * U**(s - 1)
            / (2 * (1 - s) * (2 - s)))


def angular_spectrum(E, U, s):
    """Emission found by numerical integration over escaping directions."""
    inside = E + U
    flux = 2 * DEPOSITED * free_path(inside, s) / inside**2
    return flux / 2 * quad(lambda m: m, np.sqrt(U / inside), 1)[0]


def check(samples, expected, max_relative_error):
    """Compare batch mean with prediction within five standard errors."""
    samples = np.asarray(samples)
    mean = samples.mean(axis=0)
    error = samples.std(axis=0, ddof=1) / np.sqrt(len(samples))
    assert np.all(error < max_relative_error * np.abs(expected)), (error, expected)
    assert np.all(np.abs(mean - expected) < 5 * error), (mean, expected, error)
    return mean, error


rng = np.random.default_rng(12345)
cases = [(400.0, 0.0, 1500), (20.0, 0.0, 20000), (400.0, 0.25, 1500)]
reports = []
for T, s, n_cascades in cases:
    batches = [simulate(T, s, n_cascades, rng) for _ in range(20)]
    y_samples = np.array([b[0] for b in batches])
    expected = np.array([derived_yield(U, T, s) for U in BARRIERS])
    y_mean, y_error = check(y_samples, expected, 0.02)
    expected_bins = np.array([
        [quad(derived_spectrum, i * E_TOP / N_BINS, (i + 1) * E_TOP / N_BINS,
              args=(U, s))[0] for i in range(N_BINS)] for U in BARRIERS])
    check([b[1] for b in batches], expected_bins, 0.05)
    expected_count = 2 * T * (1 / COUNT_LOW - 1 / COUNT_HIGH)
    count, count_error = check([b[2] for b in batches], expected_count, 0.02)
    changes = 100 * (y_samples[:, [0, 2]] / y_samples[:, [1]] - 1)
    expected_changes = 100 * (expected[[0, 2]] / expected[1] - 1)
    c_mean, c_error = check(changes, expected_changes, 0.05)
    reports.append((T, s, expected, y_mean, y_error, expected_changes,
                    c_mean, c_error, expected_count, count, count_error))

# Large-T yield and peak from angular quadrature and numerical maximization
peaks = {}
for s in (0.0, 0.25):
    for U in BARRIERS:
        integral = quad(angular_spectrum, 0, np.inf, args=(U, s))[0]
        assert abs(integral / limit_yield(U, s) - 1) < 1e-6
        found = minimize_scalar(lambda E: -angular_spectrum(E, U, s),
                                bounds=(0.01 * U, 3 * U), method="bounded",
                                options={"xatol": 1e-9})
        assert found.success
        assert abs(found.x / (U / (2 - s)) - 1) < 1e-5
        peaks[s, U] = found.x

# Logarithmic sensitivity by finite difference, where the cutoff matters
step = 1e-4
sensitivities = []
for T in (400.0, 20.0):
    slope = (np.log(derived_yield(U_REF * np.exp(step), T, 0.0))
             - np.log(derived_yield(U_REF * np.exp(-step), T, 0.0))) / (2 * step)
    assert abs(slope + 1 / (1 - U_REF / T)) < 1e-6
    sensitivities.append((T, slope))

print(f"Central surface binding energy: {U_REF:.2f} eV")
print(f"Relative uncertainty: {100 * DELTA:.1f} %")
print(f"Mean free path: {PATH:.3f} nm")
print(f"Deposited energy: {DEPOSITED:.1f} eV/nm per ion")
print("Large-T limit, constant mean free path:")
y0, p0 = limit_yield(U_REF, 0.0), peaks[0.0, U_REF]
for U in BARRIERS:
    y, p = limit_yield(U, 0.0), peaks[0.0, U]
    print(f"U={U:.2f} eV: yield={y:.4f} atoms/ion, change={100*(y/y0-1):+.2f} %")
    print(f"  peak={p:.4f} eV = {p/HARTREE:.6f} hartree, change={100*(p/p0-1):+.2f} %")
    print(f"  yield times peak={y*p:.4f} eV atoms/ion")
print("Finite-T formula and Monte Carlo (standard errors in brackets):")
for T, s, y, ym, ye, c, cm, ce, n, nm, ne in reports:
    print(f"T={T:.0f} eV, path exponent s={s:.2f}:")
    print(f"  central yield: formula {y[1]:.4f}, MC {ym[1]:.4f} ({ye[1]:.4f}) atoms/ion")
    print(f"  U -10 %: yield formula {c[0]:+.2f} %, MC {cm[0]:+.2f} ({ce[0]:.2f}) %")
    print(f"  U +10 %: yield formula {c[1]:+.2f} %, MC {cm[1]:+.2f} ({ce[1]:.2f}) %")
    print(f"  flights starting at 5-10 eV: formula {n:.3f}, MC {nm:.3f} ({ne:.3f})")
for T, slope in sensitivities:
    print(f"d ln(yield)/d ln(U), T={T:.0f} eV, s=0: {slope:.4f}")
print("Large-T limit, path exponent s=0.25:")
for U in BARRIERS:
    change = 100 * (limit_yield(U, 0.25) / limit_yield(U_REF, 0.25) - 1)
    print(f"U={U:.2f} eV: yield change={change:+.2f} %, peak={peaks[0.25, U]:.4f} eV")
print("success")
```

Output:

```
Central surface binding energy: 4.00 eV
Relative uncertainty: 10.0 %
Mean free path: 0.250 nm
Deposited energy: 160.0 eV/nm per ion
Large-T limit, constant mean free path:
U=3.60 eV: yield=2.7778 atoms/ion, change=+11.11 %
  peak=1.8000 eV = 0.066149 hartree, change=-10.00 %
  yield times peak=5.0000 eV atoms/ion
U=4.00 eV: yield=2.5000 atoms/ion, change=+0.00 %
  peak=2.0000 eV = 0.073499 hartree, change=+0.00 %
  yield times peak=5.0000 eV atoms/ion
U=4.40 eV: yield=2.2727 atoms/ion, change=-9.09 %
  peak=2.2000 eV = 0.080849 hartree, change=+10.00 %
  yield times peak=5.0000 eV atoms/ion
Finite-T formula and Monte Carlo (standard errors in brackets):
T=400 eV, path exponent s=0.00:
  central yield: formula 2.4750, MC 2.4721 (0.0053) atoms/ion
  U -10 %: yield formula +11.22 %, MC +11.19 (0.06) %
  U +10 %: yield formula -9.18 %, MC -9.19 (0.04) %
  flights starting at 5-10 eV: formula 80.000, MC 80.006 (0.036)
T=20 eV, path exponent s=0.00:
  central yield: formula 2.0000, MC 1.9986 (0.0054) atoms/ion
  U -10 %: yield formula +13.89 %, MC +13.98 (0.09) %
  U +10 %: yield formula -11.36 %, MC -11.38 (0.06) %
  flights starting at 5-10 eV: formula 4.000, MC 4.000 (0.002)
T=400 eV, path exponent s=0.25:
  central yield: formula 3.6779, MC 3.6922 (0.0075) atoms/ion
  U -10 %: yield formula +8.52 %, MC +8.50 (0.04) %
  U +10 %: yield formula -7.15 %, MC -7.16 (0.03) %
  flights starting at 5-10 eV: formula 80.000, MC 79.977 (0.034)
d ln(yield)/d ln(U), T=400 eV, s=0: -1.0101
d ln(yield)/d ln(U), T=20 eV, s=0: -1.2500
Large-T limit, path exponent s=0.25:
U=3.60 eV: yield change=+8.22 %, peak=2.0571 eV
U=4.00 eV: yield change=+0.00 %, peak=2.2857 eV
U=4.40 eV: yield change=-6.90 %, peak=2.5143 eV
success
```
